# Does the Hubbard-Stratonovich channel matter at a saddle point?: test program

```python
"""
Result under test: the charge, Ising-spin and vector-spin Hubbard-Stratonovich
(HS) forms of U n_up n_dn represent the same partition function, but their
static saddle points differ (Fierz ambiguity).
Model: two-site Hubbard model, hopping -t, repulsion U, two electrons.
Symbols: n = n_up+n_dn, m = n_up-n_dn, s = c^dagger sigma c (twice the spin),
D = n_up n_dn. A channel writes the interaction as sum (C/2) O^2 + lin*N.
The mixed channel is U(n^2-m^2)/4. All energies are in units of t.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize, brentq, approx_fprime
from scipy.integrate import quad

t = 1.0
rng = np.random.default_rng(7)

# ---- operators on one site (4 states) and on two sites (16 states)
a = np.array([[0., 1.], [0., 0.]])
Z2 = np.diag([1., -1.])
I4 = np.eye(4)
cu, cd = np.kron(a, np.eye(2)), np.kron(Z2, a)
nu, nd = cu.T @ cu, cd.T @ cd
n, m, D = nu + nd, nu - nd, nu @ nd
sx = cu.T @ cd + cd.T @ cu
sy = -1j * cu.T @ cd + 1j * cd.T @ cu
s = np.array([sx, sy, m])
ss = sum(c @ c for c in s)

# operator identities
assert np.allclose(D, (n @ n - n) / 2)
assert np.allclose(D, (n - m @ m) / 2)
assert np.allclose(D, n / 2 - ss / 6)
assert np.allclose(D, (n @ n - m @ m) / 4)
e = rng.normal(size=3)
e /= np.linalg.norm(e)
es = np.tensordot(e, s, 1)
assert np.allclose(es @ es, m @ m)
single = np.diag(n) == 1
assert np.allclose(np.diag(ss)[single], 3)

parity = np.kron(Z2, Z2)
K16 = np.zeros((16, 16))
for c in (cu, cd):
    c1, c2 = np.kron(c, I4), np.kron(parity, c)
    K16 -= t * (c1.T @ c2 + c2.T @ c1)
N16 = np.kron(n, I4) + np.kron(I4, n)
D16 = np.kron(D, I4) + np.kron(I4, D)

# ---- HS averages over Gaussian fields, by quadrature
xg, wg = np.polynomial.hermite_e.hermegauss(16)
wg = wg / wg.sum()


def field_average(ops, k):
    """Gaussian average of exp(k phi.O) over one field per operator."""
    d = len(ops)
    nodes = np.array(np.meshgrid(*[xg] * d)).reshape(d, -1).T
    wts = np.prod(np.array(np.meshgrid(*[wg] * d)).reshape(d, -1), axis=0)
    ev, vec = np.linalg.eigh(np.tensordot(nodes, np.array(ops), 1))
    return np.einsum('p,pik,pk,pjk->ij', wts, vec, np.exp(k * ev), vec.conj())


def hs_step(channel, x):
    """Averaged one-site HS factor, x = U * time step."""
    if channel == "charge":
        return field_average([n], 1j * np.sqrt(x)) @ expm(x * n / 2)
    if channel == "Ising":
        return field_average([m], np.sqrt(x)) @ expm(-x * n / 2)
    k2 = x / 3
    if channel == "vector":
        k2 = brentq(lambda y: (1 + y) * np.exp(y / 2) - np.exp(x / 2),
                    0, x, xtol=1e-15)
    return field_average(s, np.sqrt(k2)) @ expm(-x * n / 2)


for ch in ("charge", "Ising", "vector"):
    assert np.allclose(hs_step(ch, 1.0), expm(-D), atol=1e-10)


def simple_error(x):
    return np.abs(hs_step("simple vector", x) - expm(-x * D)).max()


assert abs(simple_error(0.02) / simple_error(0.01) - 4) < 0.1
assert abs(simple_error(0.01) / 0.01**2 - 1 / 18) < 1e-3


def normal_ordered_error(x, spin):
    """Normal-ordered field exponentials need no linear term."""
    k = np.sqrt(x) * (1 if spin else 1j)
    sg = -1 if spin else 1
    avg = sum(w * (I4 + k * f * nu) @ (I4 + sg * k * f * nd)
              for f, w in zip(xg, wg))
    return np.abs(avg - expm(-x * D)).max()


for spin in (False, True):
    r = normal_ordered_error(0.02, spin) / normal_ordered_error(0.01, spin)
    assert abs(r - 4) < 0.1

print("Energies in t; E and ln Z refer to the whole dimer")
sm = hs_step("simple vector", 1.0)[1, 1].real
print(f"simple vector step, U*dtau=1, n=1: {sm:.5f} (exact 1)")

beta, Uz = 2.0, 4.0
G = K16 - Uz / 2 * N16
lnZ_exact = np.log(np.exp(-beta * np.linalg.eigvalsh(G + Uz * D16)).sum())


def lnZ(channel, L):
    half = expm(-beta / L / 2 * G)
    v = hs_step(channel, Uz * beta / L)
    step = half @ np.kron(v, v) @ half
    return np.log(np.trace(np.linalg.matrix_power(step, L)).real)


print(f"ln Z at beta*t={beta:g}, U/t={Uz:g}, mu=U/2:")
print(f"  exact diagonalization {lnZ_exact:.5f}")
for ch in ("charge", "Ising", "vector"):
    val = lnZ(ch, 256)
    assert abs(val - lnZ_exact) < 1e-3
    print(f"  {ch}, 256 steps: {val:.5f}")
simple = [lnZ("simple vector", L) for L in (256, 512)]
ratio = (simple[0] - lnZ_exact) / (simple[1] - lnZ_exact)
assert abs(ratio - 2) < 0.1
print(f"  simple vector, 256 steps: {simple[0]:.5f}")
print(f"  simple vector, 512 steps: {simple[1]:.5f}")

# ---- two-electron sector
idx = np.where(np.isclose(np.diag(N16), 2))[0]


def sector(A):
    return A[np.ix_(idx, idx)]


K, DD = sector(K16), sector(D16)
site1 = [sector(np.kron(o, I4)) for o in (n, sx, sy, m)]
site2 = [sector(np.kron(I4, o)) for o in (n, sx, sy, m)]
On = np.array([site1[0], site2[0]])
Om = np.array([site1[3], site2[3]])
Os = np.array(site1[1:] + site2[1:])


def channel_data(ch, U):
    """Operators O, couplings C and coefficient of N."""
    if ch == "charge":
        return On, np.full(2, U), -U / 2
    if ch == "Ising":
        return Om, np.full(2, -U), U / 2
    if ch == "vector":
        return Os, np.full(6, -U / 3), U / 2
    return np.concatenate([On, Om]), np.array([U, U, -U, -U]) / 2, 0.0


def potential(phi, ops, C, lin):
    E0 = np.linalg.eigvalsh(K + np.tensordot(phi, ops, 1))[0]
    return E0 + 2 * lin - np.sum(phi**2 / (2 * C))


def mean(v, A):
    return np.vdot(v, A @ v).real


def saddle(ch, U):
    """Best static saddle found by search over all site fields."""
    ops, C, lin = channel_data(ch, U)
    sign = -1 if ch == "charge" else 1
    best = None
    for _ in range(8):
        res = minimize(lambda p: sign * potential(p, ops, C, lin),
                       rng.normal(size=len(C)) * abs(C[0]),
                       method="BFGS", options={"gtol": 1e-7})
        if best is None or res.fun < best.fun:
            best = res
    v = np.linalg.eigh(K + np.tensordot(best.x, ops, 1))[1][:, 0]
    E = sign * best.fun
    moment = np.linalg.norm([mean(v, o) for o in site1[1:]])
    EH = mean(v, K + U * DD)
    omitted = sum(c / 2 * (mean(v, o @ o) - mean(v, o)**2)
                  for c, o in zip(C, ops))
    assert abs(E - (EH - omitted)) < 1e-4
    return E, moment, EH


vac = np.zeros(16)
vac[0] = 1
create = [np.kron(cu, I4).T, np.kron(parity, cu).T,
          np.kron(cd, I4).T, np.kron(parity, cd).T]


def determinant(th):
    up = np.cos(th[0]) * create[0] + np.sin(th[0]) * create[1]
    dn = np.cos(th[1]) * create[2] + np.sin(th[1]) * create[3]
    return (up @ dn @ vac)[idx]


def hartree_fock(U):
    H = K + U * DD
    runs = [minimize(lambda q: mean(determinant(q), H),
                     rng.uniform(0, np.pi, 2), method="BFGS",
                     options={"gtol": 1e-7}) for _ in range(8)]
    best = min(runs, key=lambda r: r.fun)
    v = determinant(best.x)
    # the same state must be a saddle of the mixed HS channel
    ops, C, lin = channel_data("mixed", U)
    phi = C * np.array([mean(v, o) for o in ops])
    grad = approx_fprime(phi, potential, 1e-6, ops, C, lin)
    assert np.abs(grad).max() < 1e-4
    assert abs(potential(phi, ops, C, lin) - best.fun) < 1e-5
    return best.fun, abs(mean(v, site1[3])), best.fun


def closed_form(ch, U):
    g = {"charge": 0, "Ising": U, "vector": U / 3, "mixed": U / 2}[ch]
    const = {"charge": 0, "Ising": U, "vector": U, "mixed": U / 2}[ch]
    if g <= t:
        return const - 2 * t, 0.0
    return const - g - t**2 / g, np.sqrt(1 - t**2 / g**2)


# ---- thresholds from the curvature of the field-dependent energy
h = 1e-3


def staggered_energy(f):
    return np.linalg.eigvalsh(K + f * (Om[0] - Om[1]))[0]


curv = (staggered_energy(h) - 2 * staggered_energy(0)
        + staggered_energy(-h)) / h**2
print("Threshold U/t for a staggered moment:")
for ch, share in (("Ising", 1.0), ("mixed", 0.5), ("vector", 1 / 3)):
    Uc = -2 / curv / share
    print(f"  {ch}: {Uc:.3f}")
    solver = hartree_fock if ch == "mixed" else (lambda U, c=ch: saddle(c, U))
    assert solver(0.95 * Uc)[1] < 1e-2
    above = solver(1.05 * Uc)[1]
    assert above > 0.2 and abs(above - closed_form(ch, 1.05 * Uc)[1]) < 1e-3

print("Saddle energy E/t and site moment M = |<s>|:")
expect = {}
for U in (0.5, 1.5, 2.5, 4.0):
    print(f" U/t = {U:g}")
    w, vecs = np.linalg.eigh(K + U * DD)
    v0 = vecs[:, 0]
    assert abs(w[0] - (U - np.sqrt(U**2 + 16 * t**2)) / 2) < 1e-10
    assert max(abs(mean(v0, o)) for o in site1[1:]) < 1e-10
    total_spin = [site1[j] + site2[j] for j in (1, 2, 3)]
    assert abs(sum(mean(v0, o @ o) for o in total_spin)) < 1e-10
    for ch in ("charge", "Ising", "vector", "mixed"):
        E, M, EH = hartree_fock(U) if ch == "mixed" else saddle(ch, U)
        Ef, Mf = closed_form(ch, U)
        assert abs(E - Ef) < 1e-5 and abs(M - Mf) < 1e-3
        assert EH >= w[0] - 1e-9
        if ch == "charge":
            assert E < w[0]
        else:
            assert E > w[0]
        expect[ch] = (EH, E - EH)
        name = "mixed (HF)" if ch == "mixed" else ch
        print(f"  {name}: E = {E:.4f}, M = {M:.4f}")
    print(f"  exact: E = {w[0]:.4f}, M = 0 by symmetry")

print("At U/t = 4: <H>/t in saddle state, and (E-<H>)/t:")
for ch in ("charge", "Ising", "vector"):
    print(f"  {ch}: {expect[ch][0]:.4f}, {expect[ch][1]:+.4f}")

# ---- Gaussian fluctuations about the nonmagnetic saddle
eps, st = np.linalg.eigh(K)
g0 = st[:, 0]
gap = eps[1:] - eps[0]


def with_fluctuations(ch, U):
    ops, C, lin = channel_data(ch, U)
    M = np.array([g0.conj() @ o @ st[:, 1:] for o in ops])
    E = eps[0] + 2 * lin + sum(c / 2 * mean(g0, o)**2 for c, o in zip(C, ops))

    def integrand(w):
        chi = np.real((M * (2 * gap / (gap**2 + w**2))) @ M.conj().T)
        return np.log(np.linalg.det(np.eye(len(C)) + C[:, None] * chi))

    val = quad(integrand, 0, np.inf, epsabs=1e-11, epsrel=1e-10, limit=200)[0]
    return E + val / (2 * np.pi)


def exact_energy(U):
    return np.linalg.eigvalsh(K + U * DD)[0]


U = 0.5
formula = {
    "charge": -3 + np.sqrt(1 + U),
    "Ising": U - 3 + np.sqrt(1 - U),
    "vector": U - 5 + 3 * np.sqrt(1 - U / 3),
    "mixed": U / 2 - 4 + np.sqrt(1 + U / 2) + np.sqrt(1 - U / 2)}
order2 = {"charge": -1 / 8, "Ising": -1 / 8, "vector": -1 / 24,
          "mixed": -1 / 16, "exact": -1 / 16}
print("Saddle + Gaussian: E/t at U/t = 0.5; c1, c2 of U, U^2/t:")
d = 0.02
for ch in ("charge", "Ising", "vector", "mixed", "exact"):
    if ch == "exact":
        energy = exact_energy
    else:
        energy = (lambda u, c=ch: with_fluctuations(c, u))
        assert abs(energy(U) - formula[ch]) < 1e-7
    plus, minus = energy(d), energy(-d)
    first = (plus - minus) / (2 * d)
    second = (plus + minus - 2 * eps[0]) / (2 * d**2)
    assert abs(first - 0.5) < 1e-3
    assert abs(second - order2[ch]) < 2e-4
    print(f"  {ch}: E = {energy(U):.5f}, c1 = {first:.3f}, c2 = {second:.4f}")

print("every check passed")
```

Output:

```
Energies in t; E and ln Z refer to the whole dimer
simple vector step, U*dtau=1, n=1: 0.95538 (exact 1)
ln Z at beta*t=2, U/t=4, mu=U/2:
  exact diagonalization 10.17420
  charge, 256 steps: 10.17427
  Ising, 256 steps: 10.17427
  vector, 256 steps: 10.17427
  simple vector, 256 steps: 10.14997
  simple vector, 512 steps: 10.16202
Threshold U/t for a staggered moment:
  Ising: 1.000
  mixed: 2.000
  vector: 3.000
Saddle energy E/t and site moment M = |<s>|:
 U/t = 0.5
  charge: E = -2.0000, M = 0.0000
  Ising: E = -1.5000, M = 0.0000
  vector: E = -1.5000, M = 0.0000
  mixed (HF): E = -1.7500, M = 0.0000
  exact: E = -1.7656, M = 0 by symmetry
 U/t = 1.5
  charge: E = -2.0000, M = 0.0000
  Ising: E = -0.6667, M = 0.7454
  vector: E = -0.5000, M = 0.0000
  mixed (HF): E = -1.2500, M = 0.0000
  exact: E = -1.3860, M = 0 by symmetry
 U/t = 2.5
  charge: E = -2.0000, M = 0.0000
  Ising: E = -0.4000, M = 0.9165
  vector: E = 0.5000, M = 0.0000
  mixed (HF): E = -0.8000, M = 0.6000
  exact: E = -1.1085, M = 0 by symmetry
 U/t = 4
  charge: E = -2.0000, M = 0.0000
  Ising: E = -0.2500, M = 0.9682
  vector: E = 1.9167, M = 0.6614
  mixed (HF): E = -0.5000, M = 0.8660
  exact: E = -0.8284, M = 0 by symmetry
At U/t = 4: <H>/t in saddle state, and (E-<H>)/t:
  charge: 0.0000, -2.0000
  Ising: -0.3750, +0.1250
  vector: -0.3750, +2.2917
Saddle + Gaussian: E/t at U/t = 0.5; c1, c2 of U, U^2/t:
  charge: E = -1.77526, c1 = 0.500, c2 = -0.1250
  Ising: E = -1.79289, c1 = 0.500, c2 = -0.1250
  vector: E = -1.76139, c1 = 0.500, c2 = -0.0417
  mixed: E = -1.76594, c1 = 0.500, c2 = -0.0625
  exact: E = -1.76556, c1 = 0.500, c2 = -0.0625
every check passed
```
